\section*{Ground energy of a circular hard-wall wire on a staircase mesh}

\section{Problem}

A long semiconductor wire has a circular cross-section of radius $R$. The potential inside is flat and taken as zero, the walls are infinitely high, and the electron has the isotropic effective mass $m$. Motion along the wire adds a separate kinetic energy, which is set to zero, so the required energy is the bottom of the lowest subband. For numbers take $R=10$ nm and $m=0.040\,m_e$.

\begin{enumerate}
\item Find the exact ground energy $E_0$.
\item Lay a square mesh of step $h$ over the section. Keep the nodes with $r<R$, use the five-point Laplacian, and put $\psi=0$ on all other nodes. Find the sign and the leading size of the energy error as $h\to0$.
\item Compare the result with computed energies for $h=1$ nm and four successive halvings, with a node on the axis. How far may one trust an order of convergence read from two meshes?
\item Is the error important for a real transistor wire of this size?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item In polar coordinates, ask which solutions are regular on the axis, and which angular dependence costs least energy.
\item Call a link from a kept node $i$ to an excluded node $j$ a cut link. How far beyond the circle can $j$ lie?
\item The exact wave function continues smoothly past the wall. Apply the mesh matrix to it, multiply by the discrete ground state, and sum.
\item Sum the discrete eigenvalue equation over all kept nodes. What survives?
\end{enumerate}

\section{Solution}

\subsection{The exact energy}

With $E=\hbar^2k^2/2m$, the wave equation is $\nabla^2\phi+k^2\phi=0$. For angular dependence $e^{il\theta}$ the radial energy functional contains the positive term $l^2|u|^2/r^2$. A radial function allowed for $l\neq0$ is also allowed for $l=0$, where this term is absent, so the ground state has $l=0$:
\begin{equation}
u''+\frac{u'}{r}+k^2u=0 .
\end{equation}
One solution is $J_0(kr)$. The other behaves as $\ln r$ near the axis; since $\nabla^2\ln r=2\pi\delta^2(\mathbf r)$, it would need a point source there and is rejected. The wall requires $J_0(kR)=0$, and the lowest energy belongs to the first zero $j_{01}=2.404826$:
\begin{equation}
E_0=\frac{\hbar^2j_{01}^2}{2mR^2}
=\frac{38.100\times5.7832}{0.040\times10^2}\ \text{meV}=55.08\ \text{meV}=0.0551\ \text{eV}.
\end{equation}
Here $\hbar^2/2m_e=38.100$ meV\,nm$^2$. From now on $k=j_{01}/R$.

\subsection{An identity for the mesh error}

On the kept nodes define
\begin{equation}
(A\psi)_i=\frac1{h^2}\Big(4\psi_i-\sum_{j\ \text{kept}}\psi_j\Big),\qquad A\psi=\lambda\psi,
\end{equation}
where $j$ runs over nearest neighbours. The mesh energy is $E_h=\hbar^2\lambda/2m$ for the lowest $\lambda$. The matrix is symmetric and its off-diagonal elements are not positive. Replacing $\psi$ by $|\psi|$ therefore cannot raise $\psi^TA\psi$, and we may take $\psi\geq0$.

Let $\phi=J_0(kr)$, continued past the wall. Write $L_h\phi$ for the stencil with all four neighbours present. The matrix leaves out the excluded ones, so
\begin{equation}
(A\phi)_i=(L_h\phi)_i+\frac1{h^2}\sum_{j\ \text{cut}}\phi_j .
\label{eq:aphi}
\end{equation}
A Taylor expansion, in which odd terms cancel, gives $L_h\phi=-\nabla^2\phi+O(k^4h^2)=k^2\phi+O(k^4h^2)$. Multiply (\ref{eq:aphi}) by $\psi_i$ and sum. By symmetry the left side is $\lambda\sum\psi\phi$, hence
\begin{equation}
(k^2-\lambda)\sum_i\psi_i\phi_i=-\frac1{h^2}\sum_{\text{cut}}\psi_i\phi_j+O(k^4h^2)\sum_i\psi_i .
\label{eq:id}
\end{equation}

An excluded node on a cut link lies at $R+\delta_j$. By the triangle inequality $0\le\delta_j<h$. Since $J_0'=-J_1$ and $J_0(kR)=0$,
\begin{equation}
\phi_j=-kJ_1(j_{01})\,\delta_j+O(k^2\delta_j^2).
\end{equation}

Now sum $A\psi=\lambda\psi$ over the kept nodes. A node with $n_i$ cut links enters $4$ times through the diagonal and $-(4-n_i)$ times through its kept neighbours. What remains is the flux through the wall:
\begin{equation}
\frac1{h^2}\sum_{\text{cut}}\psi_i=\lambda\sum_i\psi_i .
\label{eq:flux}
\end{equation}
Define the flux-weighted overshoot $\langle\delta\rangle=\sum_{\text{cut}}\psi_i\delta_j/\sum_{\text{cut}}\psi_i$. Then (\ref{eq:id}) becomes
\begin{equation}
k^2-\lambda=kJ_1(j_{01})\,\langle\delta\rangle\,\lambda\,
\frac{\sum\psi}{\sum\psi\phi}+O(h^2).
\label{eq:shift}
\end{equation}

\subsection{Why \texorpdfstring{$\psi$}{psi} may be replaced by \texorpdfstring{$\phi$}{phi}}

The last ratio is needed to leading order, so we must show that $\psi$ tends to a multiple of $\phi$. Write $A\phi=k^2\phi+g$. By the estimates above, $|g_i|\le C_1kh\,n_i/h^2+C_2k^4h^2$.

First, $Av\ge0$ implies $v\ge0$. At a negative minimum, $(Av)_i\geq0$ would force all four neighbours to be kept and to have the same value; repeating this leads to a node with a cut link, a contradiction. So $A^{-1}$ has no negative elements. Applied to the constant function, $A$ gives $(A1)_i=n_i/h^2$, so the first part of $g$ contributes at most $C_1kh$ to $A^{-1}g$. For the second part use $q=(R+h)^2-r^2$. It has $L_hq=4$ and is not negative on the excluded neighbours, so $Aq\ge4$ and $A^{-1}1\le(R+h)^2/4$. Thus $A^{-1}g=O(h/R)$ at every node.

Split $\phi=a\psi+\chi$ with $\chi$ orthogonal to $\psi$. The equation for $\phi$ gives
\begin{equation}
(k^{-2}-A^{-1})\chi=k^{-2}(A^{-1}g)_\perp .
\end{equation}
This makes $\chi$ of relative size $O(h/R)$ in root mean square, provided the second mesh eigenvalue $\lambda_2$ stays above $k^2$. To see that it does, cut each mesh square into two triangles and interpolate mesh functions linearly. The integral of the squared gradient then equals the sum of squared differences over links. The integral of the square differs from $h^2\sum\psi^2$ by at most a constant times $h^2$ times the gradient integral. The interpolant vanishes outside a disc of radius $R+\sqrt2\,h$. By the min--max principle $\lambda_2$ is, up to $O(h)$, no lower than the second level of the disc, which lies a finite gap above $k^2$.

\subsection{The leading error}

Sums over nodes now become integrals. Bessel's equation gives $(xJ_1)'=xJ_0$, and with $J_1'=J_0-J_1/x$,
\begin{equation}
\frac{d}{dx}\,\frac{x^2}{2}(J_0^2+J_1^2)=xJ_0^2+xJ_1^2-x^2J_0J_1+x^2J_1J_0-xJ_1^2=xJ_0^2 .
\end{equation}
Therefore
\begin{equation}
\frac{\sum\psi}{\sum\psi\phi}\to
\frac{\int_0^RJ_0\,r\,dr}{\int_0^RJ_0^2\,r\,dr}
=\frac{RJ_1(j_{01})/k}{R^2J_1^2(j_{01})/2}=\frac{2}{kRJ_1(j_{01})} .
\end{equation}
Inserting this in (\ref{eq:shift}), with $\lambda=k^2[1+O(h/R)]$ on the right, we find
\begin{equation}
\boxed{\ \frac{E_0-E_h}{E_0}=\frac{2\langle\delta\rangle}{R}+O\!\left(\frac{h^2}{R^2}\right),\qquad 0\le\langle\delta\rangle<h .\ }
\label{eq:law}
\end{equation}
The mesh puts the wall too far out, and $E\propto R^{-2}$ turns the larger radius into a lower energy. The leading term cannot exceed $2h/R$. The derivation does not show that $\langle\delta\rangle/h$ tends to a constant. If this ratio changes from one mesh to the next, the leading term alone gives an apparent order different from one.

\subsection{Reading the numbers}

\begin{center}
\begin{tabular}{ccccc}
$h$ (nm) & $E_h$ (meV) & error (\%) & $\langle\delta\rangle/h$ & $2\langle\delta\rangle/R$ (\%)\\
1.0000 & 52.479 & 4.730 & 0.230 & 4.610\\
0.5000 & 53.514 & 2.851 & 0.284 & 2.839\\
0.2500 & 54.199 & 1.608 & 0.322 & 1.609\\
0.1250 & 54.677 & 0.740 & 0.296 & 0.739\\
0.0625 & 54.869 & 0.392 & 0.313 & 0.392
\end{tabular}
\end{center}

Errors are amounts below $E_0$, relative to $E_0$. At $h=0.25$ nm, for instance, $2\times0.3217\times0.25/10=1.61\,\%$. The overshoot accounts for the error closely, including its irregularity.

The four halvings give apparent orders 0.73, 0.83, 1.12 and 0.92. The value above one arises because $\langle\delta\rangle/h$ happened to fall from 0.322 to 0.296: $\log_2(2\times0.3217/0.2957)=1.12$. Extrapolation that assumes order one inherits this scatter. From $h=0.5$ and $0.25$ nm, $2\times54.199-53.514=54.88$ meV, which is 0.37\,\% too low. The next pair gives $2\times54.677-54.199=55.16$ meV, which is 0.13\,\% too high. When $R/h$ was raised from 10 to 60 in unit steps, 20 of the 50 refinements increased the error. A fit to all these meshes gives order 0.87.

The scatter comes from the position of the mesh relative to the circle, so it can be averaged. For 16 sideways positions of the mesh, at fixed $R$ and $h$, the mean errors at $h=1$, $0.5$ and $0.25$ nm are 7.21, 3.66 and 1.82\,\%, with fitted order 0.99. The mean overshoot is close to $0.37h$. On this average, a 1\,\% error needs $h=0.01\times10/(2\times0.3655)=0.137$ nm.

The meshes in the table overshoot less than this average. They have a node on the axis and an integer $R/h$, so excluded nodes lie exactly on the circle at its four extreme points, with $\delta=0$, and there are small overshoots nearby. Eight more nodes, such as $(0.6R,\,0.8R)$, also lie on the circle for these values of $R/h$. At $h=1$, $0.5$ and $0.25$ nm the arcs within $15^\circ$ of the mesh axes carry the largest part of the difference; other parts of the circle contribute with either sign.

\subsection{The real wire}

The parameters are rough values for an InGaAs gate-all-around transistor; the thinnest such wires are narrower. Three omissions are estimated here, each separately against the hard-wall energy.

A finite oxide barrier lowers the energy by about 26\,\% in the model of Variation 2; the figure depends strongly on the oxide mass and the interface matching rule assumed there. Non-parabolicity, modelled by $E(1+\alpha E)=E_0$ with $\alpha=1.2$ eV$^{-1}$, gives 51.9 meV, a 6\,\% reduction.

The electrons also repel one another. Let $n_\ell$ be their line density and $q(x)$ the fraction of the charge inside $r=xR$. Gauss's law, with zero potential energy at the wire surface, gives the first-order mean-field shift
\begin{equation}
\Delta E=\frac{e^2n_\ell}{2\pi\varepsilon}\int_0^1q'(x)\int_x^1\frac{q(t)}{t}\,dt\,dx
=\frac{e^2n_\ell}{2\pi\varepsilon}\int_0^1\frac{q^2(t)}{t}\,dt ,
\end{equation}
after exchanging the order of integration. The last integral is 0.681. For $n_\ell=0.1$ nm$^{-1}$ and relative permittivity 14 the shift is $+14$ meV, or 25\,\%. This is the Hartree term alone, measured from the potential at the wire surface. Exchange is left out; unscreened and with the surface grounded, it would lower the subband bottom by about 6 meV, so the figure gives only the scale of the interaction. This density is low, about $1.6\times10^{11}$ cm$^{-2}$ per unit of surface; a transistor switched fully on holds considerably more, and then a self-consistent Schr\"odinger--Poisson solution is needed. That the separate estimates for barrier and charge nearly cancel is an accident of these parameters, and the two shifts do not simply add when both effects act together: with the barrier present the charge spreads outwards and the first-order Hartree shift falls to about 11 meV.

At 300 K, $k_BT=25.9$ meV. With hard walls and a parabolic band the next subband pair lies 84.8 meV higher, and in a dilute gas its Boltzmann population would be 0.075 of that of the ground subband. The larger effective radius found in Variation 2 reduces the spacing to about $84.8/1.156^2=63$ meV and raises this ratio to about 0.17. The zero-temperature Fermi energy, 23.5 meV above the subband bottom, lies below that pair but is close to $k_BT$, so at this density the gas is not dilute: Fermi statistics limit the filling of the ground subband and make the ratio larger still. At this density the oxide field is 0.03 MV/cm, far below breakdown, and the flat-barrier tunnelling factor through 4 nm of oxide is about $10^{-11}$.

For the wire as specified, reducing the mesh error below a few per cent therefore does little for the physical prediction until at least the barrier, the charge and the non-parabolicity are included.

\section{Variation 1: cut links of true length}

\emph{Keep the same nodes, but let each cut link end on the circle, at distance $sh$ from its inner node, $0<s\le1$. What becomes of the error?}

The slope along the link is now $\psi_i/(sh)$, so a cut link contributes $1/(sh^2)$ to the diagonal instead of $1/h^2$. The cut term in (\ref{eq:aphi}) becomes $[\phi_j+(1/s-1)\phi_i]/h^2$. Measure distance along the link from the wall, where $\phi$ has slope $a$ and second derivative $b$:
\begin{align}
\phi_i&\simeq-ash+\tfrac12bs^2h^2,\qquad
\phi_j\simeq a(1-s)h+\tfrac12b(1-s)^2h^2,\\
\phi_j+\frac{1-s}{s}\phi_i&\simeq\tfrac12bh^2(1-s)\big[(1-s)+s\big]=\tfrac12bh^2(1-s).
\end{align}
The linear terms cancel. The flux rule is now $\sum_{\text{cut}}\psi_i/s=h^2\lambda\sum\psi$, so $\sum_{\text{cut}}\psi_i\le h^2\lambda\sum\psi$ and the wall error is $O(h^2)$. The earlier comparison argument still holds, because the diagonal has only increased.

The computed errors fall from 0.296\,\% at $h=1$ nm to 0.0011\,\% at $h=0.0625$ nm, with fitted order 2.02. Nodes and interior stencil are unchanged, so the first-order error came from the treatment of the wall.

The stencil's own share follows from the mean of $\phi$ over a circle of radius $h$, which is $J_0(kh)\phi$ because this mean obeys the radial wave equation in $h$. Averaged over angle,
\begin{equation}
L_h\phi\to\frac{4[1-J_0(kh)]}{h^2}\phi\simeq k^2\Big(1-\frac{k^2h^2}{16}\Big)\phi ,
\end{equation}
an energy too low by 0.36\,\% at $h=1$ nm. This is comparable with the total error found there.

\section{Variation 2: a finite oxide barrier}

\emph{Replace the hard wall by a barrier $V=2.0$ eV with oxide mass $m_b=0.20\,m_e$ (rough values). Find the ground energy.}

Inside, $u\propto J_0(pr)$ with $p^2=2mE/\hbar^2$. Outside, the decaying solution is $K_0(\kappa r)$ with $\kappa^2=2m_b(V-E)/\hbar^2$. We adopt the BenDaniel--Duke rule, continuity of $u$ and of $u'/\text{mass}$. It conserves the current, but it is not the only rule that does, and for an abrupt semiconductor--oxide interface it is a model assumption. It requires
\begin{equation}
\frac{p}{m}\frac{J_1(pR)}{J_0(pR)}=\frac{\kappa}{m_b}\frac{K_1(\kappa R)}{K_0(\kappa R)} .
\end{equation}
The lowest root is $E=40.95$ meV, with $\kappa=3.21$ nm$^{-1}$; a radial finite-element calculation gives the same energy. The reduction of 26\,\% is sensitive to the assumptions: it is 19\,\% for $m_b=0.10\,m_e$, 34\,\% for $m_b=0.40\,m_e$, 20\,\% for $V=3.5$ eV, and only 6\,\% if $u'/u$ itself is taken as continuous.

For $\kappa R\gg1$ the ratio $K_1/K_0$ is close to one, so just inside the wall $-u'/u\simeq m\kappa/m_b$. Extrapolated linearly, $u$ vanishes a distance
\begin{equation}
\ell=\frac{m_b}{m\kappa}=\frac{0.20}{0.040\times3.207}\ \text{nm}=1.56\ \text{nm}
\end{equation}
beyond $R$. Then $E\simeq E_0R^2/(R+\ell)^2=55.08/1.156^2=41.2$ meV, within 1\,\% of the root. Penetration moves the effective wall outwards just as the staircase does, but $\ell$ is a property of the materials and does not shrink with $h$. The estimate becomes poor when $\ell$ is comparable with $R$, as in much thinner wires or for a much lighter $m$.

The full numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Radius 10.0 nm, mass 0.040 m_e, hbar^2/2m_e 38.100 meV nm^2
Bessel zeros: j01 2.404826, j11 3.831706; j01^2 5.783186
Exact hard-wall ground energy: 55.0846 meV = 0.055085 eV
Staircase mesh, node on the axis:
h (nm) | nodes | E (meV) | too low by (%) | <delta>/h | 2<delta>/R (%)
1.0000 | 305 | 52.4789 | 4.7304 | 0.2305 | 4.6098
0.5000 | 1245 | 53.5143 | 2.8508 | 0.2839 | 2.8386
0.2500 | 5013 | 54.1988 | 1.6081 | 0.3217 | 1.6087
0.1250 | 20069 | 54.6770 | 0.7399 | 0.2957 | 0.7394
0.0625 | 80369 | 54.8688 | 0.3917 | 0.3134 | 0.3917
Order from each halving: 0.731 0.826 1.120 0.917
True-length links: h (nm) | E (meV) | too low by (%)
1.0000 | 54.92157 | 0.29594
0.5000 | 55.04452 | 0.07274
0.2500 | 55.07469 | 0.01796
0.1250 | 55.08214 | 0.00445
0.0625 | 55.08398 | 0.00110
Fitted order with true-length links: 2.016
Stencil-only error at h = 1 nm: 0.3609 %
Fitted order, staircase, R/h = 10 to 60: 0.871
Refinements R/h -> R/h+1 that raised the error: 20 of 50
Meshes slid sideways (16 positions):
h (nm) | mean error (%) | least (%) | greatest (%) | mean <delta>/h
1.0000 | 7.2105 | 6.4736 | 7.8398 | 0.3670
0.5000 | 3.6589 | 3.3155 | 4.1780 | 0.3690
0.2500 | 1.8206 | 1.6917 | 1.9436 | 0.3655
Fitted order of the slid-mesh mean: 0.993
Step for a 1 % staircase error: 0.137 nm
Effects left out (rough parameters):
Barrier 2.0 eV, oxide mass 0.20 m_e: E = 40.95 meV (-25.7 %)
Same by radial finite elements: 40.95 meV
Non-parabolicity 1.2 /eV: E = 51.86 meV (-5.9 %)
Line density 0.10 /nm, permittivity 14: Hartree shift +14.02 meV (+25.4 %)
Hartree shape integral: 0.6814
Next subband above ground: 84.76 meV; kT at 300 K: 25.85 meV
Boltzmann population ratio, next pair to ground: 0.075
Fermi energy above subband at 0 K: 23.50 meV
Oxide field at wire surface (permittivity 9): 0.0320 MV/cm
Decay constant in oxide: 3.207 /nm; tunnelling factor through 4 nm: 7.2e-12
\end{verbatim}
